# Choosing EDIIS weights: global simplex solution, squared variables, and DIIS blending

## The decision

A self-consistent-field calculation can build its next Fock matrix as a weighted combination of stored ones. This text considers energy-based weights (EDIIS or ADIIS), commutator-based weights (DIIS), and a switch between them. Two choices then matter: how the small energy minimisation is solved, and at what commutator norm DIIS takes over.

The analysis below leads to this advice. For a history of about eight matrices, solve the energy problem by enumerating the faces of the simplex, because it is cheap and guarantees the global minimum, whereas a local search can stop at a higher one. That failure is shown below for a model with chosen parameters; it did not occur in the four-density water problem, and how often it occurs in real histories is not established here. If EDIIS is used at the start, hand over to DIIS as the commutator norm falls; in the water example a gradual blend removes the slow tail of EDIIS, though a sharp switch at the same norm is no slower and DIIS alone is faster there. The switching norm is a practical parameter, but its effect on the linearly combined residual can be calculated.

## What the energy weights minimise

Consider closed-shell Hartree–Fock theory in a real basis with overlap matrix \(S\). Let \(P\) be the total density matrix, containing both spins, and let

\[
E(P)=\mathrm{Tr}\,hP+\tfrac12\mathrm{Tr}\,P\,G(P)+E_{\rm nuc},\qquad F(P)=h+G(P).
\]

Here \(G\) is linear and \(\mathrm{Tr}\,P\,G(Q)=\mathrm{Tr}\,Q\,G(P)\). The history holds \(P_i\), \(F_i=F(P_i)\) and \(E_i=E(P_i)\) for \(i=1,\dots,n\). We want the energy of \(\bar P=\sum_i c_iP_i\) with \(\sum_i c_i=1\).

Write \(B_{ij}=\mathrm{Tr}\,P_iG(P_j)\) and

\[
M_{ij}=\mathrm{Tr}(F_i-F_j)(P_i-P_j)=B_{ii}+B_{jj}-2B_{ij},
\]

where \(h\) has cancelled in \(F_i-F_j\). Hence \(B_{ij}=\frac12(B_{ii}+B_{jj}-M_{ij})\), and since the weights sum to one,

\[
\tfrac12\sum_{ij}c_ic_jB_{ij}=\tfrac12\sum_ic_iB_{ii}-\tfrac14\sum_{ij}c_ic_jM_{ij}.
\]

Adding the one-electron and nuclear terms gives

\[
E(\bar P)=f(c)=\sum_ic_iE_i-\tfrac14\sum_{ij}c_ic_jM_{ij}.
\]

Linearity also gives \(F(\bar P)=\sum_ic_iF_i\). EDIIS minimises \(f\) over the simplex \(c_i\ge0\), \(\sum_ic_i=1\). These conditions keep the occupations of \(\bar P\) between 0 and 2.

ADIIS expands the energy about the newest density:

\[
E_n+\sum_ic_i\mathrm{Tr}\,F_n(P_i-P_n)+\tfrac12\sum_{ij}c_ic_j\mathrm{Tr}(P_i-P_n)(F_j-F_n).
\]

The Hartree–Fock energy is quadratic with first derivative \(F\), so this expansion terminates and equals \(E(\bar P)\). EDIIS and ADIIS are then the same problem. In Kohn–Sham theory the exchange–correlation energy is in general not quadratic. Both functions are then models of the energy and may differ.

### Two densities: optimal damping

For two densities with weights \(x\) and \(1-x\),

\[
f=xE_1+(1-x)E_2-\tfrac12x(1-x)M_{12},\qquad f''=M_{12}.
\]

Setting \(f'=E_1-E_2-\frac12M_{12}(1-2x)=0\) gives

\[
x=\tfrac12-\frac{E_1-E_2}{M_{12}} .
\]

This is the optimal mixing fraction if \(M_{12}>0\) and \(0<x<1\); otherwise an endpoint is best. Optimal damping applies this line search to the current averaged density and the newest one.

The sign of \(M_{12}\) is not fixed. It is the Coulomb self-interaction of the density change minus half its exchange counterpart, and either part can be larger. A negative \(M_{ij}\) makes the energy concave along the line joining two densities, so \(f\) is then not convex.

## Solving the problem globally

Write \(f=g\cdot c+\frac12c^{\rm T}Ac\) with \(A\) symmetric. For EDIIS, \(g_i=E_i\) and \(A=-M/2\). An ADIIS function can be put in the same form, after its quadratic matrix is symmetrised. The gradient is \(w=g+Ac\).

Let \(c\) be a local minimum and let \(S_c\) be its support, the set of indices with \(c_i>0\). Weight can be moved between two members of \(S_c\) in either direction, so their gradients must be equal: \(w_i=\lambda\) on \(S_c\). Weight can only be moved towards an index \(k\) outside \(S_c\), so

\[
\mu_k=w_k-\lambda\ge0 .
\]

These are the Karush–Kuhn–Tucker (KKT) conditions. For a chosen face the equalities form a linear system, in which \(A\), \(c\) and \(g\) are restricted to the face:

\[
\begin{pmatrix}A&-\mathbf 1\\ \mathbf 1^{\rm T}&0\end{pmatrix}
\begin{pmatrix}c\\ \lambda\end{pmatrix}=\begin{pmatrix}-g\\1\end{pmatrix}.
\]

At a solution \(c\cdot w=\lambda\), so \(c^{\rm T}Ac=\lambda-g\cdot c\) and \(f=\frac12(g\cdot c+\lambda)\).

### Why singular faces can be skipped

A global minimum exists because the simplex is closed and bounded. Among the global minimisers take one with the smallest support. Suppose its bordered matrix were singular. Then some \((v,\nu)\ne0\) would satisfy \(Av=\nu\mathbf 1\) and \(\mathbf 1^{\rm T}v=0\). If \(v\) were zero, \(\nu\) would be zero too, so \(v\ne0\). Moreover \(v^{\rm T}Av=\nu\,\mathbf 1^{\rm T}v=0\), and

\[
f(c+sv)=f(c)+s\lambda\,\mathbf 1^{\rm T}v+\tfrac12s^2v^{\rm T}Av=f(c).
\]

Since \(v\) sums to zero, it has a negative component. Increasing \(s\) until a weight vanishes gives an equally good minimiser with smaller support, which is a contradiction.

The bordered matrix is therefore nonsingular. Minimality inside the face also requires \(v^{\rm T}Av\ge0\) for every zero-sum \(v\) in it. If equality held for a nonzero \(v\), that \(v\) would minimise this nonnegative form, so \(Av\) would be orthogonal to all zero-sum vectors. Then \(Av=\nu\mathbf 1\), and the matrix would be singular. So \(A\) is positive definite on the zero-sum vectors of the face. For a single vertex there are no such vectors and the condition is empty.

The algorithm follows:

1. Solve the linear system for each of the \(2^n-1\) faces.
2. Keep solutions with all face weights positive and positive curvature within the face.
3. Discard those with a negative \(\mu_k\).
4. Take the lowest \(f\) among the rest.

Every candidate is an allowed point, so none can lie below the global minimum, and the list contains a global minimiser. For \(n=8\) there are 255 small systems. The number doubles with each added matrix, which limits the method to short histories.

The comparison in step 4 is essential, because a point that passes steps 2 and 3 may still be a higher local minimum. To see when a candidate is a local minimum, consider an allowed displacement \(d\). Since \(\sum_id_i=0\),

\[
f(c+d)-f(c)=\sum_{k\notin S_c}\mu_kd_k+\tfrac12d^{\rm T}Ad .
\]

Suppose all \(\mu_k>0\) and the curvature within the face is positive. For small \(d\), the linear term outweighs every quadratic term that involves weight leaving the face, and the remaining quadratic term is positive. The point is then a strict local minimum.

## What the squared-variable substitution does

An alternative removes the constraints by setting \(c_i=t_i^2/N\), \(N=\sum_jt_j^2\), and minimising \(h(t)=f(c(t))\) without constraints. From

\[
\frac{\partial c_i}{\partial t_k}=\frac{2t_k}{N}(\delta_{ik}-c_i)
\]

the chain rule gives

\[
\frac{\partial h}{\partial t_k}=\frac{2t_k}{N}\,(w_k-c\cdot w).
\]

This vanishes if \(t_k=0\), whatever the sign of \(\mu_k\). The stationary point of every face, including every vertex, is therefore stationary for \(h\). Differentiating again at such a point with \(t_k=0\), only the derivative of the prefactor \(t_k\) survives:

\[
\frac{\partial^2h}{\partial t_k^2}=\frac{2\mu_k}{N}.
\]

A negative multiplier thus gives a downhill direction, and the point is not a minimum. But a gradient step that starts with \(t_k=0\) leaves it at zero. Starting from the newest Fock matrix alone, a gradient search stops at once. Because the gradient is proportional to \(t_k\), a very small \(t_k\) can also fall below the convergence tolerance and stop the search. All \(t_i\) should be well away from zero at the start.

The substitution creates no false local minima. If \(t\) is a local minimum of \(h\), any \(c'\) near \(c(t)\) can be reached from a nearby \(t'\), with \(t_i'=\pm\sqrt{Nc_i'}\) and the signs of \(t\), so \(c(t)\) is a local minimum of \(f\). Conversely, \(c(t)\) is continuous, so a local minimum of \(f\) is one of \(h\). If \(f\) is convex on the simplex, every local minimum is global and the substitution has no traps, provided its tolerance is scaled to the energy differences, which become very small late in the SCF iteration. If not, it inherits all the traps of \(f\).

### A problem with a trap

Take three densities with round parameters, in hartree: \(E=(0,\,0.10,\,-0.05)\), \(M_{12}=0.8\), \(M_{13}=M_{23}=-0.4\). All seven faces have a feasible stationary point:

| Face | \(c\) | \(f\) | lowest \(\mu_k\) |
|---|---|---:|---:|
| 1 | (1, 0, 0) | 0 | −0.30 |
| 2 | (0, 1, 0) | 0.10000 | −0.50 |
| 3 | (0, 0, 1) | −0.05000 | 0.25 |
| 12 | (0.625, 0.375, 0) | −0.05625 | 0.30 |
| 13 | (0.625, 0, 0.375) | 0.02812 | −0.15 |
| 23 | (0, 0.875, 0.125) | 0.10313 | −0.45 |
| 123 | (0.375, 0.125, 0.5) | 0.01875 | none |

For face 12 the two-density formula gives \(c_1=\frac12-(0-0.10)/0.8=0.625\). Then

\[
f=0.375(0.10)-\tfrac12(0.625)(0.375)(0.8)=-0.05625 .
\]

The gradients are \(w_1=-\frac12(0.8)(0.375)=-0.15\), which is \(\lambda\), and \(w_3=-0.05+\frac12(0.4)(0.625+0.375)=0.15\). Hence \(\mu_3=0.30\).

Three points satisfy the KKT conditions: vertex 3, the point on face 12, and the interior point. The interior point is not a minimum, because the curvature along the line that exchanges weight between 1 and 3 is \(M_{13}=-0.4\). Vertex 3 has the lowest stored energy and is a strict local minimum, but the mixture of 1 and 2 is lower.

Local searches in \(t\) with the BFGS quasi-Newton method, from 200 random starts spread uniformly over the simplex, reached the global minimum 153 times. The other 47 ended at vertex 3. Another set of 100 starts reached the global minimum 65 times, so the fraction is known only roughly. A start at \(c=(0.05,0.05,0.90)\) also ended there, and a start at vertex 1 did not move.

## What EDIIS guarantees, and what it does not

Let \(\bar P\) be the EDIIS minimiser and \(\bar F=F(\bar P)\). Filling the lowest orbitals of \(\bar F\) gives \(P_{\rm new}\), which minimises \(\mathrm{Tr}\,\bar FP\) among densities with the right electron number and occupations from 0 to 2. Since \(\bar P\) is one of these,

\[
\left.\frac{d}{ds}E\big(\bar P+s(P_{\rm new}-\bar P)\big)\right|_{s=0}=\mathrm{Tr}\,\bar F(P_{\rm new}-\bar P)\le0 .
\]

The next simplex contains this line, provided no density with positive weight has been deleted. The EDIIS minimum therefore cannot rise, and it falls if the slope is negative.

The argument needs the global minimum at each step, or at least a value no higher than the previous one. It also needs the Hartree–Fock form of \(f\). It does not show that the iteration finds the lowest determinant, or that it is fast.

## Blending with DIIS

Let \(r_i\) be the commutator \(F_iP_iS-SP_iF_i\) transformed to an orthonormal basis, and let \(|r|\) be the root of the sum of its squared elements. DIIS minimises \(|\sum_ic_ir_i|\) with \(\sum_ic_i=1\), but allows negative weights.

This linear combination is not the commutator of \(\bar F\) and \(\bar P\). Let \(K(F,P)\) denote the transformed commutator, which is linear in each argument. Expanding the double sum gives

\[
K(\bar F,\bar P)=\sum_ic_ir_i-\tfrac12\sum_{ij}c_ic_jK(F_i-F_j,P_i-P_j).
\]

For weights of moderate size, the correction is second order in the spread of the history. It shrinks in absolute size as the iteration converges, but it need not become small beside the combined residual, because the history keeps older densities: in the DIIS run for water below, the two norms are still about \(2\times10^{-6}\) hartree each at iteration 10.

Let \(c_E\) and \(c_D\) be the EDIIS and DIIS weights, with combined residuals \(r_E\) and \(r_D\). Use

\[
c=\omega c_E+(1-\omega)c_D,\qquad \omega=\min(1,\varepsilon/\varepsilon_h),
\]

where \(\varepsilon\) is the newest commutator norm. The weights still sum to one. The combined residual is \(r=r_D+\omega(r_E-r_D)\).

Because \(r_D\) is the shortest allowed residual, it is orthogonal to every allowed change, including \(r_E-r_D\). So \(|r|^2=|r_D|^2+\omega^2|r_E-r_D|^2\). Setting \(\omega=1\) shows that \(|r_E-r_D|^2=|r_E|^2-|r_D|^2\), and therefore

\[
|r|^2=|r_D|^2+\omega^2\left(|r_E|^2-|r_D|^2\right).
\]

The EDIIS share adds at most \(\omega|r_E|\) to the DIIS residual. If \(|r_E|\) is comparable to \(\varepsilon\), this is about \(\varepsilon^2/\varepsilon_h\), which becomes unimportant once it is well below \(|r_D|\). The price is that for \(\omega<1\) weights may be negative, and the descent argument no longer applies.

## Water from a poor guess

Consider water at the RHF/6-31G level, with O–H distances of 1.00 Å and an angle of 105°, started from the orbitals of the core Hamiltonian. This level omits electron correlation and has a finite-basis error: the energy falls to \(-76.021\) hartree in cc-pVDZ and \(-76.036\) hartree in aug-cc-pVDZ. In these bases the DIIS and blend counts below move by at most one iteration, but the plain iteration does not converge within 60 iterations in aug-cc-pVDZ. Its converged energy, \(E_{\rm ref}=-75.980285\) hartree, is the reference for the energies below.

The first four densities of the plain iteration lie 6.423, 5.160, 2.427 and 1.428 hartree above the reference. The global EDIIS solution uses only the last two, for which \(M_{34}=5.732\) hartree:

\[
c_3=\tfrac12-\frac{2.427-1.428}{5.732}=0.326,\qquad c_4=0.674 .
\]

The interpolated energy is 1.124 hartree above the reference, below every stored energy. Two pairs have negative curvature, \(M_{13}=-0.065\) and \(M_{24}=-0.250\) hartree, yet enumeration finds one strict minimum, and all 40 random-start searches in \(t\) reached it. A nonconvex problem need not contain a trap.

Full runs kept eight matrices, with \(\varepsilon_h=0.1\) hartree. The table gives the first iteration at which \(\varepsilon\) fell below each limit, in hartree:

| Method | \(10^{-1}\) | \(10^{-3}\) | \(10^{-7}\) |
|---|---:|---:|---:|
| Plain | 12 | 22 | 41 |
| DIIS | 5 | 8 | 12 |
| EDIIS | 7 | 13 | 34 |
| Blend | 7 | 10 | 13 |

The last EDIIS entry is only approximate. At \(\varepsilon\approx10^{-7}\) hartree the stored energies differ by about \(\varepsilon^2\), which is comparable to the rounding error of a total energy of 76 hartree, and details of the arithmetic can shift the count by several iterations. Here DIIS alone was fastest. The blend removed the slow tail of EDIIS but did not improve on DIIS, so this calculation gives no reason to prefer it. A sharp switch from EDIIS to DIIS at \(\varepsilon=0.1\) hartree gives 7, 9 and 13, so the gradual form is not needed here either. With another basis or geometry the order of DIIS and the blend can change by an iteration.

The residual law shows the handover. At iteration 9 of the blend, \(\varepsilon=|r_E|=9.23\times10^{-3}\) hartree, so \(\omega=0.0923\), and \(|r_D|=1.12\times10^{-4}\) hartree. The EDIIS part, \(\omega|r_E|=8.5\times10^{-4}\) hartree, dominates and gives \(|r|=8.6\times10^{-4}\) hartree. One iteration later \(\omega|r_E|=1.9\times10^{-6}\) hartree, while \(|r_D|=1.55\times10^{-5}\) hartree, and the blend is practically DIIS.

## Using the setting

- **Solver.** Enumerate faces for short histories. If only the substitution is available, start with all \(t_i\) well away from zero, scale the tolerance to the spread of the stored energies, use several starts, and keep the lowest result.
- **Switching norm.** A larger \(\varepsilon_h\) lowers \(\omega\) at any \(\varepsilon\) below it, so DIIS enters earlier and the descent guarantee is given up earlier; a smaller \(\varepsilon_h\) keeps pure EDIIS longer. Only \(\varepsilon_h=0.1\) hartree was run here, so its best value is not determined by this example.
- **Definition of the norm.** Using the density of one spin halves \(\varepsilon\). For \(m\) identical, non-interacting copies of a molecule the squared norms add, so \(\varepsilon\) grows as \(\sqrt m\). A threshold should not be carried over between definitions or system sizes without allowing for this.
- **Kohn–Sham calculations.** The enumeration still solves the quadratic model globally, but the model is no longer the energy, and descent is not guaranteed.
